# The Distribution of Relaxation Times Behind the Cole-Cole Permittivity, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the permittivity to the distribution

To simulate the transient response of a capacitor with a lossy polymer dielectric, one can replace the dielectric by a finite set of Debye elements, each with one relaxation time and one strength. Two choices must be made before the calculation starts: where the list of relaxation times begins and ends, and how much of the dielectric strength each element receives. If the measured permittivity has been fitted by a Cole-Cole function, both choices can be made from the distribution of relaxation times contained in that function, once it is decided what fraction of the strength may be left out. The distribution has a closed form, and so does the weight in any interval of relaxation times.

### Conventions and the quantity sought

Fields vary as $e^{+i\omega t}$, and the relative permittivity is written $\varepsilon=\varepsilon'-i\varepsilon''$, so that a passive material has $\varepsilon''\ge 0$ for $\omega>0$. The response is linear and the material is homogeneous.

A single Debye process of strength $\Delta\varepsilon$ obeys $\tau\,dP/dt+P=\varepsilon_0\Delta\varepsilon E$. For harmonic fields the derivative becomes a factor $i\omega$, so $(1+i\omega\tau)P=\varepsilon_0\Delta\varepsilon E$, and the process contributes $\Delta\varepsilon/(1+i\omega\tau)$ to the permittivity. The Cole-Cole law changes the power of frequency:

$$\varepsilon(\omega)=\varepsilon_\infty+\Delta\varepsilon\,F(i\omega\tau_0),\qquad F(z)=\frac{1}{1+z^{\beta}},\qquad \beta=1-\alpha. \tag{1}$$

Here $\varepsilon_\infty$ is the permittivity far above the relaxation, $\Delta\varepsilon>0$ is the total strength, $\tau_0$ is the central relaxation time, and $0<\alpha<1$. The power is the principal one: for $z=\rho e^{i\theta}$ with $-\pi<\theta<\pi$, $z^\beta=\rho^\beta e^{i\beta\theta}$. The function therefore has a branch cut along the negative real axis. The physical frequencies $\omega>0$ lie on the positive imaginary axis, where $\theta=\pi/2$.

Relaxation times are measured on a logarithmic scale, $s=\ln(\tau/\tau_0)$. We seek a density $G(s)$ such that

$$F(z)=\int_{-\infty}^{\infty}\frac{G(s)\,ds}{1+z\,e^{s}}. \tag{2}$$

At $z=i\omega\tau_0$ the denominator is $1+i\omega\tau$, so (2) is a superposition of Debye processes. The fraction of the strength with $s$ between $s_1$ and $s_2$ is $\int_{s_1}^{s_2}G\,ds$. Since $ds=d\tau/\tau$, the density per unit $\tau$ is $G/\tau$, and the density per decade is $G\ln 10$.

We require $G$ to be continuous and absolutely integrable. This excludes a delta function, so the pure Debye case $\alpha=0$ will be reached as a limit.

### Why the complex plane may be used

The measured function is known for real frequencies, while the inversion uses its values at the branch cut. The two sides of (2) must therefore be continued together.

The right side is analytic everywhere off the cut. For $z=\rho e^{i\theta}$ the denominator is $1+\rho e^{s}e^{i\theta}$. If $|\theta|\le\pi/2$, its real part is at least 1. If $\pi/2<|\theta|<\pi$, its distance from zero is at least $|\sin\theta|$, which is the distance from the point $-1$ to the ray at angle $\theta$. The denominator is thus bounded away from zero, uniformly in $s$, in any closed and bounded region that avoids the cut (including its end point $z=0$). As $G$ is absolutely integrable, the integral converges uniformly there and defines an analytic function.

The left side is analytic off the cut as well, provided that $1+z^\beta$ has no zero. A zero requires

$$\rho^\beta e^{i\beta\theta}=-1\quad\Longrightarrow\quad \rho=1,\quad |\theta|=\frac{(2n+1)\pi}{\beta}\ge\frac{\pi}{\beta}>\pi,\qquad n=0,1,\dots \tag{3}$$

For $\beta<1$ these angles lie outside the permitted range, so $F$ has no pole. Two analytic functions that agree on the positive imaginary axis agree throughout the cut plane. Equation (2) for all physical frequencies is therefore equivalent to (2) for all $z$ off the cut.

The condition $\beta<1$ matters. For $1<\beta<2$ the angles $\pm\pi/\beta$ lie inside the cut plane and $F$ has two poles there. No integral of the form (2) has such poles, so no distribution of Debye processes can then reproduce $F$.

### Existence from a keyhole contour

Choose a point $z$ off the cut and radii $r<|z|<R$, with $r<1<R$. Let the contour run anticlockwise along the circle of radius $R$ from $\theta=-\pi$ to $\theta=\pi$, inward along the upper edge of the cut, clockwise around the circle of radius $r$, and outward along the lower edge. It encloses $z$ and no singularity of $F$, so Cauchy's formula gives

$$F(z)=\frac{1}{2\pi i}\oint\frac{F(w)}{w-z}\,dw. \tag{4}$$

On a circle $dw=iw\,d\theta$. The large circle contributes

$$A_R=\frac{1}{2\pi}\int_{-\pi}^{\pi}F(w)\,\frac{w}{w-z}\,d\theta,\qquad |A_R|\le\frac{R}{R-|z|}\,\frac{1}{R^\beta-1}. \tag{5}$$

The bound uses $|w-z|\ge R-|z|$ and $|1+w^\beta|\ge R^\beta-1$. It vanishes as $R\to\infty$ because $\beta>0$. The small circle is traversed in the opposite sense and contributes $-A_r$, where $A_r$ is the same integral with $|w|=r$. Now $|w-z|\ge|z|-r$ and $|1+w^\beta|\ge1-r^\beta$, so

$$|A_r|\le\frac{r}{|z|-r}\,\frac{1}{1-r^\beta}\longrightarrow0\qquad(r\to0). \tag{6}$$

The two edges of the cut remain. Put $w=-\lambda$ with $\lambda>0$, and let $F_+$ and $F_-$ be the values of $F$ just above and just below the cut. Then $dw=-d\lambda$ and $w-z=-(\lambda+z)$; the two minus signs cancel and $dw/(w-z)=d\lambda/(\lambda+z)$. On the upper edge $\lambda$ runs from $R$ to $r$, on the lower edge from $r$ to $R$. Reversing the limits on the upper edge gives a minus sign:

$$\frac{1}{2\pi i}\left[-\int_r^R\frac{F_+\,d\lambda}{\lambda+z}+\int_r^R\frac{F_-\,d\lambda}{\lambda+z}\right]
=-\frac{1}{2\pi i}\int_r^R\frac{F_+-F_-}{\lambda+z}\,d\lambda. \tag{7}$$

The principal power satisfies $(w^*)^\beta=(w^\beta)^*$, so $F_-=F_+^*$ and $F_+-F_-=2i\,\mathrm{Im}\,F_+$. Letting $r\to0$ and $R\to\infty$ we obtain

$$F(z)=\int_0^\infty\frac{g(\lambda)}{\lambda+z}\,d\lambda,\qquad g(\lambda)=-\frac1\pi\,\mathrm{Im}\,F(-\lambda+i0). \tag{8}$$

The integral converges: $g$ is bounded at small $\lambda$, and at large $\lambda$ the integrand falls as $\lambda^{-1-\beta}$.

The variable $\lambda$ is a relaxation rate in units of $1/\tau_0$. The corresponding logarithmic time is $s=-\ln\lambda$. With $\lambda=e^{-s}$ and $d\lambda=-e^{-s}ds$, the minus sign is absorbed by reversing the limits:

$$F(z)=\int_{-\infty}^{\infty}\frac{g(e^{-s})\,e^{-s}}{e^{-s}+z}\,ds
=\int_{-\infty}^{\infty}\frac{g(e^{-s})}{1+z\,e^{s}}\,ds. \tag{9}$$

In the last step numerator and denominator were multiplied by $e^{s}$. This is (2), with $G(s)=g(e^{-s})$.

The balance of arcs and cut can be tested before the radii are taken to their limits. For $z=0.7+0.4i$, $r=10^{-2}$, $R=10^2$ and $\alpha=0.2$, $0.45$ and $0.7$, the sum $A_R-A_r$ plus the cut integral reproduces $F(z)$ with an absolute error of at most $6\times10^{-11}$.

### The closed form

Just above the cut, $w=e^{-s}e^{i\pi}$ and $w^\beta=q\,e^{i\pi\beta}$ with $q=e^{-\beta s}$. Multiplying numerator and denominator of $F$ by the complex conjugate of the denominator gives

$$F_+=\frac{1}{1+q\cos\pi\beta+iq\sin\pi\beta}
=\frac{1+q\cos\pi\beta-iq\sin\pi\beta}{1+2q\cos\pi\beta+q^2}. \tag{10}$$

The denominator on the right is $(1+q\cos\pi\beta)^2+q^2\sin^2\pi\beta$, simplified with $\cos^2+\sin^2=1$. Take the imaginary part and divide numerator and denominator by $q$. Since $q+1/q=2\cosh\beta s$,

$$-\mathrm{Im}\,F_+=\frac{\sin\pi\beta}{q^{-1}+q+2\cos\pi\beta}
=\frac{\sin\pi\beta}{2\,[\cosh\beta s+\cos\pi\beta]}. \tag{11}$$

Finally $\sin\pi\beta=\sin(\pi-\pi\alpha)=\sin\pi\alpha$ and $\cos\pi\beta=-\cos\pi\alpha$. Dividing (11) by $\pi$ yields

$$\boxed{G(s)=\frac{1}{2\pi}\,\frac{\sin\pi\alpha}{\cosh[(1-\alpha)s]-\cos\pi\alpha}} \tag{12}$$

For $0<\alpha<1$ the numerator is positive, and the denominator is positive because $\cosh\ge1>\cos\pi\alpha$. Every Debye element thus has positive strength. The density is even in $s$: a process ten times slower than $\tau_0$ carries the same weight per unit logarithm as one ten times faster.

Inserting (12) into (2) and integrating numerically gives a check that does not use the contour. For $\alpha=0.05$, $0.3$, $0.45$, $0.8$ and five values of $\omega\tau_0$ from $10^{-3}$ to $10^3$, the result agrees with $1/[1+(i\omega\tau_0)^\beta]$ to better than $10^{-15}$ in absolute value.

### Uniqueness

Could a different continuous, integrable density $\tilde G$ give the same permittivity? Approach the cut from above along $z=e^{-u}e^{i(\pi-\eta)}$, with $\eta$ small and positive, and put $x=s-u$. The Debye denominator becomes

$$1+ze^s=1-e^{x}e^{-i\eta}=1-e^x\cos\eta+ie^x\sin\eta, \tag{13}$$

and its squared modulus is $1-2e^x\cos\eta+e^{2x}$. Dividing by $e^x$ as before, we find

$$K_\eta(x)\equiv-\frac1\pi\,\mathrm{Im}\,\frac{1}{1+ze^s}
=\frac{1}{2\pi}\,\frac{\sin\eta}{\cosh x-\cos\eta}. \tag{14}$$

To find its area, differentiate an arctangent. For $0<\chi<\pi$ and $c=\cot(\chi/2)$,

$$\frac{d}{dx}\arctan\!\left[c\tanh\frac x2\right]
=\frac{c/2}{\cosh^2(x/2)+c^2\sinh^2(x/2)}. \tag{15}$$

Multiply numerator and denominator by $\sin^2(\chi/2)$. The numerator becomes $\tfrac12\sin(\chi/2)\cos(\chi/2)=\tfrac14\sin\chi$. In the denominator use $\cosh^2(x/2)=(\cosh x+1)/2$ and $\sinh^2(x/2)=(\cosh x-1)/2$; it becomes $\tfrac12[\cosh x-\cos^2(\chi/2)+\sin^2(\chi/2)]=\tfrac12(\cosh x-\cos\chi)$. Therefore

$$\frac{d}{dx}\arctan\!\left[\cot\frac\chi2\,\tanh\frac x2\right]=\frac{\sin\chi}{2(\cosh x-\cos\chi)}. \tag{16}$$

With $\chi=\eta$, the area of $K_\eta$ in $|x|<d$ is $(2/\pi)\arctan[\cot(\eta/2)\tanh(d/2)]$. It tends to 1 as $\eta\to0$ for every fixed $d>0$, because the cotangent diverges. Outside this window $K_\eta\le\sin\eta/[2\pi(\cosh d-1)]$, which tends to zero, and multiplication by the finite integral of $|\tilde G|$ does not change that. Inside the window, continuity makes $\tilde G(u+x)$ as close to $\tilde G(u)$ as desired when $d$ is small. Hence

$$-\frac1\pi\,\mathrm{Im}\,F(e^{-u}e^{i(\pi-\eta)})=\int\tilde G(s)K_\eta(s-u)\,ds\longrightarrow\tilde G(u). \tag{17}$$

The left side depends on $F$ alone and tends to (12). So $\tilde G=G$.

Rule (17) applies to other densities as well. For a Gaussian of unit variance centred at $s=0.7$, with $\eta=10^{-3}$, it returned the density at $u=-0.8$, $0.3$ and $1.5$ with a largest absolute error of $3\times10^{-4}$. The centre was displaced from zero so that a wrong sign of $s$ would have shown.

Uniqueness is a mathematical statement about a function known without error. It does not prove that the material contains independent Debye species, since a cooperative process with the same $F$ would have the same $G$.

## 2. Normalization, the Debye limit and a polymer film

The following symbols and results carry over. The Cole-Cole permittivity is $\varepsilon=\varepsilon_\infty+\Delta\varepsilon\,F(i\omega\tau_0)$ with $F(z)=1/(1+z^\beta)$, $\beta=1-\alpha$ and $0<\alpha<1$. It is a superposition of Debye terms $1/(1+i\omega\tau)$ with weight $G(s)\,ds$, where $s=\ln(\tau/\tau_0)$ and $G$ is the positive, even density (12). The derivative (16) holds for any angle $\chi$ between 0 and $\pi$.

### Normalization and cumulative weight

Let $C(s)$ be the fraction of the strength with logarithmic time below $s$. Set $\chi=\pi\alpha$ and $x=\beta s$ in (16). The chain rule gives a factor $\beta$ on differentiating with respect to $s$, so dividing the arctangent by $\pi\beta$ produces exactly $G(s)$. The constant is fixed by $C(-\infty)=0$, and the limit evaluated below shows that it equals $\tfrac12$:

$$C(s)=\frac12+\frac{1}{\pi\beta}\arctan\!\left[\cot\frac{\pi\alpha}{2}\,\tanh\frac{\beta s}{2}\right]. \tag{18}$$

As $s\to\pm\infty$ the hyperbolic tangent tends to $\pm1$. Since $\cot(\pi\alpha/2)=\tan(\pi/2-\pi\alpha/2)=\tan(\pi\beta/2)$ and $\pi\beta/2$ lies between 0 and $\pi/2$, the arctangent tends to $\pm\pi\beta/2$. Hence

$$C(\pm\infty)=\frac12\pm\frac12,\qquad \int_{-\infty}^{\infty}G(s)\,ds=1. \tag{19}$$

The static limit gives the same result independently. For real $\omega$ each Debye factor has modulus at most 1 and tends to 1 as $\omega\to0$, so the superposition tends to $\int G\,ds$, while $F(0)=1$. Normalization says that the element strengths add up to $\Delta\varepsilon$.

Equation (18) answers the question of strengths. An element representing the interval from $s_1$ to $s_2$ receives $\Delta\varepsilon\,[C(s_2)-C(s_1)]$. If a total fraction $p$ is left out at the two ends, the resulting error in $\varepsilon$ is at most $p\,\Delta\varepsilon$ at any real frequency, because no Debye factor exceeds 1 in modulus. This bound does not include the error from replacing each interval by a single time. Nor does it limit the relative error of a transient current: at time $t$ after a voltage step the current is proportional to $\int G\,e^{-t/\tau}\,\tau^{-1}ds$ and is carried mainly by processes with $\tau$ comparable to $t$ (for $\beta=0.55$ and $t\gg\tau_0$, those slower than $10t$ carry about 2%). The current of a truncated list therefore becomes too small when $t$ approaches or exceeds its longest time, and also when $t$ falls below its shortest. For a transient calculation the list must therefore extend well beyond the range of times to be simulated.

The Cole-Cole function has now been shown to contain a unique, positive and normalized distribution of Debye relaxation times, with closed forms for its density and for the weight in any interval. What remains is to examine its width, tails and Debye limit, to compare it with the loss peak, and to apply it to a polymer film.
